# Gamma-matrix contractions in d dimensions and their 4 − d terms: verification in Python

```python
"""Contraction identities for gamma matrices in d dimensions.

Result under test, with slashed vectors a, b, c and summed index mu:
  gamma^mu a gamma_mu     = -2 a      + (4-d) a
  gamma^mu a b gamma_mu   = 4 (a.b)   - (4-d) a b
  gamma^mu a b c gamma_mu = -2 c b a  + (4-d) a b c
Metric (+,-,-,...), g^mu_mu = d, Tr 1 = 4, hbar = c = 1.
Two independent roads: explicit matrices in integer d, and traces expanded
over signed pairings, where every closed index loop gives one factor d.
The example is the exchange-interference trace of massless
electron-electron scattering p1 + p2 -> p3 + p4, with eta = 4 - d.
"""
from functools import reduce
import numpy as np

rng = np.random.default_rng(7)


def gamma_matrices(d):
    """Upper-index gamma matrices and the diagonal of the metric."""
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0 + 0j, -1.0])
    one = np.eye(2, dtype=complex)
    blocks = (d + 1) // 2
    euclidean = []
    for k in range(blocks):
        for pauli in (sx, sy):
            factors = [sz] * k + [pauli] + [one] * (blocks - k - 1)
            euclidean.append(reduce(np.kron, factors))
    upper = [euclidean[0]] + [1j * m for m in euclidean[1:d]]
    metric = np.array([1.0] + [-1.0] * (d - 1))
    return upper, metric


def contract(inner, upper, metric):
    return sum(g * m @ inner @ m for g, m in zip(metric, upper))


def slash(vector, upper, metric):
    return sum(v * g * m for v, g, m in zip(vector, metric, upper))


def projection(matrix, direction):
    """Coefficient of direction in matrix, and the norm of the remainder."""
    coef = np.vdot(direction, matrix) / np.vdot(direction, direction)
    return coef, np.linalg.norm(matrix - coef * direction)


def signed_pairings(slots):
    if not slots:
        yield 1, []
        return
    first, rest = slots[0], slots[1:]
    for k, other in enumerate(rest):
        for sign, pairs in signed_pairings(rest[:k] + rest[k + 1:]):
            yield (-1) ** k * sign, [(first, other)] + pairs


def trace_in_d(word, gram):
    """Coefficients of d^0, d^1, d^2 in the trace of a word.

    Integers in the word label vectors with scalar products gram;
    strings label summed Lorentz indices, each occurring twice."""
    slots = list(range(len(word)))
    twin = {i: j for i in slots for j in slots
            if i != j and isinstance(word[i], str) and word[i] == word[j]}
    coefficients = np.zeros(3)
    for sign, pairs in signed_pairings(slots):
        partner = {}
        for i, j in pairs:
            partner[i], partner[j] = j, i
        value, loops, visited = 4.0 * sign, 0, set()
        for start in slots:
            if isinstance(word[start], str) or start in visited:
                continue
            end = partner[start]
            visited |= {start, end}
            while isinstance(word[end], str):
                jump = twin[end]
                end = partner[jump]
                visited |= {jump, end}
            value *= gram[word[start]][word[end]]
        for start in slots:
            if start in visited:
                continue
            loops += 1
            here = start
            while here not in visited:
                following = partner[here]
                visited |= {here, following}
                here = twin[following]
        coefficients[loops] += value
    return coefficients


def powers_of_eta(c):
    """Rewrite c0 + c1 d + c2 d^2 in powers of eta = 4 - d."""
    return np.array([c[0] + 4 * c[1] + 16 * c[2], -c[1] - 8 * c[2], c[2]])


# Explicit matrices: Clifford relation, recursion, and the extra terms.
print("Coefficient of S in the extra term, from explicit matrices")
print(" d   one inner   two inner   three inner")
for d in range(2, 9):
    up, met = gamma_matrices(d)
    unit = np.eye(len(up[0]))
    for i in range(d):
        for j in range(d):
            anti = up[i] @ up[j] + up[j] @ up[i]
            assert np.allclose(anti, 2 * met[i] * (i == j) * unit)
    assert np.allclose(contract(unit, up, met), d * unit)
    va, vb, vc = rng.normal(size=(3, d))
    a, b, c = (slash(v, up, met) for v in (va, vb, vc))
    any_matrix = rng.normal(size=unit.shape)
    assert np.allclose(contract(any_matrix @ a, up, met),
                       2 * a @ any_matrix - contract(any_matrix, up, met) @ a)
    a_dot_b = np.sum(met * va * vb)
    cases = [(a, -2 * a), (a @ b, 4 * a_dot_b * unit),
             (a @ b @ c, -2 * c @ b @ a)]
    found = []
    for n, (inner, four_dim_form) in enumerate(cases, start=1):
        extra = contract(inner, up, met) - four_dim_form
        coef, remainder = projection(extra, inner)
        assert remainder < 1e-9 * (1 + np.linalg.norm(inner))
        assert abs(coef - (-1) ** (n + 1) * (4 - d)) < 1e-9
        found.append(round(coef.real, 8) + 0.0)
    print(f"{d:2d} {found[0]:10.4f} {found[1]:11.4f} {found[2]:12.4f}")
    for n in range(1, d + 1):
        product = reduce(np.matmul, up[:n])
        assert np.allclose(contract(product, up, met),
                           (-1) ** n * (d - 2 * n) * product)

# Continuous d: compare polynomials in d for arbitrary scalar products.
gram = rng.integers(-5, 6, size=(6, 6))
gram = gram + gram.T
for n in (1, 2, 3):
    inner = list(range(n))
    for length in (n % 2, n % 2 + 2):
        probe = [3, 4, 5][:length]
        left = trace_in_d(["mu"] + inner + ["mu"] + probe, gram)
        if n == 2:
            four_dim = 4 * gram[0][1] * trace_in_d(probe, gram)[0]
        else:
            four_dim = -2 * trace_in_d(inner[::-1] + probe, gram)[0]
        same = (-1) ** (n + 1) * trace_in_d(inner + probe, gram)[0]
        assert np.allclose(left, [four_dim + 4 * same, -same, 0])

# Five inner matrices: reversal holds in d = 4 and fails in d = 6.
up, met = gamma_matrices(4)
five = [slash(v, up, met) for v in rng.normal(size=(5, 4))]
assert np.allclose(contract(reduce(np.matmul, five), up, met),
                   -2 * reduce(np.matmul, five[::-1]))
up, met = gamma_matrices(6)
product = reduce(np.matmul, up[:5])
backward = reduce(np.matmul, up[:5][::-1])
true_five, rest_true = projection(contract(product, up, met), product)
guess_five, rest_guess = projection(-2 * backward + (4 - 6) * product, product)
assert max(rest_true, rest_guess) < 1e-9
assert abs(true_five - guess_five) > 1
print("Five distinct basis matrices, d = 6, coefficient of S:")
print(f"  true contraction            = {true_five.real:.4f}")
print(f"  extrapolated reversal rule  = {guess_five.real:.4f}")

# Worked example: beam energy 1, scattering angle 60 degrees.
energy, angle_deg = 1.0, 60.0
theta = np.radians(angle_deg)
sin_t, cos_t = np.sin(theta), np.cos(theta)
momenta = energy * np.array([[1, 0, 1], [1, 0, -1],
                             [1, sin_t, cos_t], [1, -sin_t, -cos_t]])
dots = momenta @ np.diag([1.0, -1.0, -1.0]) @ momenta.T
s, t, u = 2 * dots[0, 1], -2 * dots[0, 2], -2 * dots[0, 3]
assert abs(s + t + u) < 1e-12
word = [2, "mu", 0, "nu", 3, "mu", 1, "nu"]
in_eta = powers_of_eta(trace_in_d(word, dots))
trace_3412 = trace_in_d([2, 3, 0, 1], dots)[0]
trace_3142 = trace_in_d([2, 0, 3, 1], dots)[0]
two_step = [-32 * dots[0, 1] * dots[2, 3],
            2 * trace_3412 + 16 * dots[0, 2] * dots[1, 3], -trace_3142]
invariant_form = [-8 * s**2, 2 * (s**2 + t**2 + u**2), 2 * t * u]
assert np.allclose(in_eta, two_step)
assert np.allclose(in_eta, invariant_form)

# The same trace from explicit matrices, rescaled to Tr 1 = 4.
matrix_values = {}
for d in range(3, 7):
    up, met = gamma_matrices(d)
    p1, p2, p3, p4 = (slash(p, up[:3], met[:3]) for p in momenta)
    total = 0
    for i in range(d):
        for j in range(d):
            chain = [p3, up[i], p1, up[j], p4, up[i], p2, up[j]]
            total += met[i] * met[j] * np.trace(reduce(np.matmul, chain))
    matrix_values[d] = (4 * total / len(up[0])).real
    expected = np.dot(in_eta, [1, 4 - d, (4 - d) ** 2])
    assert abs(4 * total / len(up[0]) - expected) < 1e-9

epsilon = 0.01
eta = 2 * epsilon
value = np.dot(in_eta, [1, eta, eta**2])
shift = value - in_eta[0]
pole_constant = 2 * in_eta[1]
assert abs(shift / epsilon - pole_constant) < 30 * epsilon

print("Example: massless electron-electron exchange interference")
print(f"beam energy E = {energy:.4f} (unit of energy)")
print(f"scattering angle = {angle_deg:.1f} degrees")
print(f"s = {s:.4f} E^2")
print(f"t = {t:.4f} E^2")
print(f"u = {u:.4f} E^2")
print(f"p1.p2 = p3.p4 = {dots[0, 1]:.4f} E^2")
print(f"p1.p3 = p2.p4 = {dots[0, 2]:.4f} E^2")
print(f"p1.p4 = p2.p3 = {dots[0, 3]:.4f} E^2")
print(f"Tr(p3 p4 p1 p2) = {trace_3412:.4f} E^4")
print(f"Tr(p3 p1 p4 p2) = {trace_3142:.4f} E^4")
print(f"T, coefficient of 1     = {in_eta[0]:.4f} E^4")
print(f"T, coefficient of eta   = {in_eta[1]:.4f} E^4")
print(f"T, coefficient of eta^2 = {in_eta[2]:.4f} E^4")
for d, number in matrix_values.items():
    print(f"T from explicit matrices, d = {d}: {number:.4f} E^4")
print(f"epsilon = {epsilon:.4f}, d = {4 - eta:.4f}, eta = {eta:.4f}")
print(f"T at this d = {value:.4f} E^4")
print(f"shift from d = 4 value = {shift:.4f} E^4")
print(f"shift / epsilon = {shift / epsilon:.4f} E^4")
print(f"limit of shift / epsilon for epsilon -> 0 = {pole_constant:.4f} E^4")
print("all assertions hold")
```

Printed output:

```
Coefficient of S in the extra term, from explicit matrices
 d   one inner   two inner   three inner
 2     2.0000     -2.0000       2.0000
 3     1.0000     -1.0000       1.0000
 4     0.0000      0.0000       0.0000
 5    -1.0000      1.0000      -1.0000
 6    -2.0000      2.0000      -2.0000
 7    -3.0000      3.0000      -3.0000
 8    -4.0000      4.0000      -4.0000
Five distinct basis matrices, d = 6, coefficient of S:
  true contraction            = 4.0000
  extrapolated reversal rule  = -4.0000
Example: massless electron-electron exchange interference
beam energy E = 1.0000 (unit of energy)
scattering angle = 60.0 degrees
s = 4.0000 E^2
t = -1.0000 E^2
u = -3.0000 E^2
p1.p2 = p3.p4 = 2.0000 E^2
p1.p3 = p2.p4 = 0.5000 E^2
p1.p4 = p2.p3 = 1.5000 E^2
Tr(p3 p4 p1 p2) = 24.0000 E^4
Tr(p3 p1 p4 p2) = -6.0000 E^4
T, coefficient of 1     = -128.0000 E^4
T, coefficient of eta   = 52.0000 E^4
T, coefficient of eta^2 = 6.0000 E^4
T from explicit matrices, d = 3: -70.0000 E^4
T from explicit matrices, d = 4: -128.0000 E^4
T from explicit matrices, d = 5: -174.0000 E^4
T from explicit matrices, d = 6: -208.0000 E^4
epsilon = 0.0100, d = 3.9800, eta = 0.0200
T at this d = -126.9576 E^4
shift from d = 4 value = 1.0424 E^4
shift / epsilon = 104.2400 E^4
limit of shift / epsilon for epsilon -> 0 = 104.0000 E^4
all assertions hold
```
